Thermal Quantum-Capacitance Peak of an Isolated Landau Level

**Problem**

A graphene sheet lies in boron nitride below a hafnium-oxide gate stack. A magnetic field B = 10 T is perpendicular to the sheet and the temperature is T = 200 K. The chemical potential is swept through the Landau level at the neutrality point. Write μ for the local chemical potential, measured from the same band reference as the level energy E0, and n for the number of electrons per area in the level. The quantum capacitance per area is

C_q = e² dn/dμ, at fixed B and T.

Find the height and shape of the peak in C_q, treating the electrons as independent apart from their average electrostatic potential. Then find the capacitance seen at the gate, and judge how far the answer can be trusted for these parameters.

The spacer is 2 nm of nitride with relative permittivity 3.5, and the oxide is 5 nm thick with relative permittivity 20. The Fermi velocity is v = 10⁶ m/s, and disorder spreads the level energy with an rms width s = 5 meV. These are rough typical values.

**A tempting solution**

The level holds N states per area. At 200 K the thermal energy kT is 17.2 meV, well above the disorder width, so the electrons look classical. For classical particles the density follows the Boltzmann factor,

n ∝ exp(μ/kT), so dn/dμ = n/kT.

By symmetry between electrons and holes the peak lies where the level is half full, n = N/2. The height would then be

C_q = e²N/(2kT) (wrong).

For the given parameters this is 4.50 μF/cm².

**Where it fails**

The Boltzmann law requires the mean occupation f = n/N of each state to be small. In a band that extends upward in energy, heating at fixed density spreads the electrons over more states and lowers f. An isolated level offers no further states. At half filling f = 1/2 at every temperature, so heating never makes the half-filled level classical.

The argument also contradicts itself. A slope n/kT keeps growing as the level fills, so it has no maximum at n = N/2. The missing ingredient is that a full state cannot accept another electron.

**Right solution: the number of states**

Take an area L_x L_y and the vector potential A = (0, Bx). An electron of charge −e has kinetic momentum π = p + eA, whose components are

π_x = p_x, π_y = p_y + eBx.

The conserved momentum p_y fixes the orbit centre at x0 = −p_y/(eB). Periodicity along y spaces the values of p_y by h/L_y, so the centres are spaced by h/(eB L_y). The number that fits into the length L_x is

L_x ÷ [h/(eB L_y)] = L_x L_y eB/h.

Each orbital level therefore has eB/h states per area for each spin and valley copy.

Graphene needs one more step, because its Hamiltonian in one valley is H = v(σ_x π_x + σ_y π_y), where the Pauli matrices σ act on the two sublattices. The commutator is [π_x, π_y] = −iħeB. Squaring H, with σ_xσ_y = iσ_z, gives

H² = v²(π_x² + π_y² + iσ_z[π_x, π_y])
= v²(π_x² + π_y² + ħeBσ_z).

The first two terms form a harmonic oscillator with eigenvalues ħeB(2m + 1), m = 0, 1, 2, … Hence H² has the eigenvalues

2eħBv² j, with j = m + 1/2 + σ_z/2.

The value j = 0 arises in one way, from m = 0 and σ_z = −1. The zero level thus has one state per orbit centre. The other valley gives the same count with the sublattices exchanged. Two valleys and two spins make g = 4 copies:

N = g eB/h
= 4 × 2.418 × 10¹⁴ m⁻²T⁻¹ × 10 T
= 9.67 × 10¹¹ cm⁻².

Each value j ≥ 1 arises in two ways, from m = j with σ_z = −1 and from m = j − 1 with σ_z = +1. Since σ_z H σ_z = −H, every state of nonzero energy has a partner at the opposite energy, so these two states per orbit centre give one at each sign. The other levels therefore have the same degeneracy N and lie at ±√j E1, with

E1 = v√(2eħB) = 114.7 meV = 6.66 kT.

The zero level is well separated on the thermal scale.

**Right solution: the occupation and its slope**

Let x = (μ − E0)/kT. One state is either empty, with weight 1, or occupied, with weight eˣ. Its mean occupation is

f = eˣ/(1 + eˣ) = 1/(1 + e⁻ˣ).

Differentiation gives

df/dx = e⁻ˣ/(1 + e⁻ˣ)².

One factor 1/(1 + e⁻ˣ) is f, and the remaining factor e⁻ˣ/(1 + e⁻ˣ) is 1 − f. Therefore

df/dx = f(1 − f).

Since n = Nf and dx/dμ = 1/kT, the quantum capacitance is

C_q = (e²N/kT) f(1 − f).

The factor 1 − f is what the tempting solution left out. To find the maximum, complete the square:

f(1 − f) = 1/4 − (f − 1/2)².

The largest value is 1/4, reached at f = 1/2, which means μ = E0. The height is

C_peak = e²N/(4kT).

For the shape, multiply numerator and denominator of df/dx by eˣ:

df/dx = 1/(e^(x/2) + e^(−x/2))² = 1/[4 cosh²(x/2)].

Hence

C_q(μ) = [e²N/(4kT)] sech²[(μ − E0)/(2kT)].

Number fluctuations give the same factor. The occupation of one state is 0 or 1, so its square equals itself and its variance is f − f² = f(1 − f). Classical counting has variance f. At half filling the exclusion principle halves the variance and, with it, the capacitance.

Far below an isolated level f is small, 1 − f tends to 1, and C_q tends to e²n/kT. The Boltzmann slope is correct there. Far above the level the same law holds with the density of empty states, N − n, in place of n. In graphene these limits are cut short, because the next level dominates C_q beyond the midpoint between the two.

**Width and area**

Half height requires cosh(x/2) = √2. The positive solution is x/2 = ln(√2 + 1), since cosh y = √2 implies sinh y = 1 and eʸ = cosh y + sinh y. The full width is twice the corresponding distance from the centre:

full width = 4 ln(1 + √2) kT = 3.53 kT = 60.8 meV.

The area follows from the definition, because f runs from 0 to 1:

∫ C_q dμ = e² ∫ (dn/dμ) dμ = e²N.

For an isolated level at fixed B, heating lowers the peak as 1/T and widens it as T while the area stays fixed. In this sheet the rule fails near room temperature. At 300 K the neighbouring levels add about 11 % to the height, and C_q between the levels no longer falls to half the peak. Plotted against μ/e in volts, the area is the charge of the full level, eN = 0.155 μC/cm².

**The height in numbers**

With 4kT/e = 68.94 mV,

C_peak = eN/(4kT/e)
= 0.1550 μC/cm² ÷ 0.06894 V
= 2.25 μF/cm² = 22.5 fF/μm².

This is half the value from the tempting solution.

**What the gate sees**

Ground the channel contact. In equilibrium the electrochemical potential μ − eφ of the channel is fixed, so a rise in μ comes with an equal rise in eφ, where φ is the channel's electrostatic potential. The gate lies above φ by the voltage across the insulator. Up to a constant,

V = μ/e + en/C_s,

where C_s is the insulator capacitance per area. The gate charge per area changes by dQ = e dn. Dividing dV by dQ gives

dV/dQ = (1/e²) dμ/dn + 1/C_s,

and therefore

1/C = 1/C_q + 1/C_s.

The two insulating layers carry the same displacement, so their voltages add:

C_s = ε0/(2 nm/3.5 + 5 nm/20)
= ε0/(0.821 nm) = 1.078 μF/cm².

At the peak,

1/C = 1/2.248 + 1/1.078 (in cm²/μF), so C = 0.729 μF/cm².

The wrong height of 4.50 μF/cm² would have given 0.87 μF/cm². A factor of two in C_q thus changes the total by only 19 %, because the insulator is the smaller of the two capacitances.

The reverse inference is correspondingly sensitive. At fixed C_s, differentiating the series law gives δC_q/C_q² = δC/C², or

δC_q/C_q = (C_q/C)(δC/C).

Here C_q/C = 3.1, so a 1 % error in the measured total becomes an error of about 3 % in C_q.

**Neighbouring levels, spin splitting and disorder**

At μ = E0 = 0, a level at energy E adds a contribution sech²(E/2kT) relative to the peak. Summing the levels ±√j E1 for j = 1 to 20 gives +1.1 %. That figure holds at the centre of the peak. On the flanks the neighbours matter more. They add about 7 % to C_q near the half-height points, which widens the peak from 60.8 to 63.7 meV. Midway to the next level they double C_q, so the single-level formula describes the peak but not the valleys beside it.

A Zeeman splitting Δ puts half the states at +Δ/2 and half at −Δ/2. At the midpoint each half has its slope reduced by sech²(Δ/4kT). For a g-factor of 2, Δ = 1.16 meV and the reduction is 0.03 %. Treating the spin copies as one level is justified at this temperature as far as the Zeeman energy is concerned.

For disorder, let the level energy vary from place to place by ε, with a Gaussian distribution P(ε) of rms width s. The average height at μ = E0 is

C = e²N ∫ P(ε) sech²(ε/2kT)/(4kT) dε.

If s is small against kT, use sech²y ≈ 1 − y². The mean of ε² is s², so

C ≈ C_peak [1 − s²/(4k²T²)].

For s = 5 meV this lowers the peak by 2.1 %, and the full integral gives 2.0 %.

The opposite limit shows where the thermal formula stops. The function sech²(ε/2kT)/(4kT) has unit area and a width of a few kT. When kT is far below s it samples P at its centre alone, and

C → e²N P(0) = e²N/(√(2π) s).

Keep B and s fixed and cool to 4.2 K, where kT = 0.36 meV. The thermal formula then gives 107 μF/cm², whereas the disorder integral gives 12.3 μF/cm². The growth as 1/T weakens as kT approaches the disorder width, and the height levels off once kT is well below it. This cold comparison still treats the electrons as independent and ignores splitting of the level by Zeeman energy or interactions.

**Exchange between electrons**

The largest correction to the height estimated here comes from exchange, which keeps electrons of the same copy apart and lowers their energy as the level fills. In the Hartree–Fock approximation the exchange energy per area of one copy is

−(1/2) ∫ u(r) |ρ(r, 0)|² d²r,

where u is the interaction and ρ the one-particle density matrix. The magnetic length is l = √(ħ/eB) = 8.11 nm. In the rotationally symmetric gauge, one orbital of the zero level is nonzero at the origin, and its density is

|φ0(r)|² = exp(−r²/2l²)/(2πl²).

Hence |ρ(r, 0)|² = f² |φ0(r)|² |φ0(0)|². The last factor, 1/(2πl²) = eB/h, is the density n1 of one full copy. The exchange energy per area becomes −(1/2) n1 f² X, with

X = ∫ u(r) |φ0(r)|² d²r.

Differentiating with respect to the density n1 f adds −Xf to the chemical potential. Inverting f = 1/(1 + e⁻ˣ) supplies the thermal part:

μ = E0 + kT ln[f/(1 − f)] − Xf.

Filled lower levels shift E0 by an amount that does not depend on f. With all four copies equally filled, the slope is

dμ/df = kT/[f(1 − f)] − X,

which equals 4kT − X at half filling. The height is therefore multiplied by

1/(1 − X/4kT).

For the bare interaction u = e²/(4πε0κr) with κ = 3.5, the factor r in d²r = 2πr dr cancels the 1/r, and the remaining Gaussian integral gives

X = [e²/(4πε0κl)] √(π/2) = 63.6 meV.

This is 0.92 of 4kT, so the correction factor would be about 13. The figure is very sensitive to κ. Boron nitride is more polarizable in its plane, with a relative permittivity of about 6.9, and the effective value √(3.5 × 6.9) ≈ 4.9 would give a factor of about 3. Such large and unstable values show that the bare interaction is a poor starting point, since the half-filled level is itself highly polarizable.

To include that response, write the interaction in terms of wave number q, u(q) = e²/(2ε0κq). An electron's position is its orbit centre plus a displacement around it. In the lowest orbital state this displacement is Gaussian with variance l²/2 in each direction, so a wave of potential is reduced by exp(−q²l²/4) when averaged over the orbit. The density returned by the orbits is reduced by the same factor again. With F = exp(−q²l²/2) and χ = N/(4kT), a weak static potential energy U(q) changes the density by −χFU. The induced density acts back through u, so the total potential is the applied one divided by 1 + uχF. The transform of |φ0|² is also F, and the screened exchange energy is

X = ∫ (q dq/2π) F u/(1 + uχF) = 18.8 meV.

Now X/4kT = 0.27, and the peak rises by about 37 % relative to the independent-electron height. This is a mean-field estimate with X held fixed during the differentiation. To first order in X/4kT the rise is 27 %, and the gap between the two figures shows how rough the estimate is.

Screening by the gate, by the oxide's high permittivity and by transitions between levels has been left out. Each makes u smaller. The integrand increases with u, its derivative being F/(1 + uχF)² > 0, so including them lowers this estimate of X. For this stack, taking thick nitride below the sheet, a metal gate above the oxide and static screening, the reduction is large. The oxide is closer to the sheet than one magnetic length, and the gate stack alone lowers X by about a quarter. Transitions between levels alone lower it by about 30 %. With all three effects included, X is about 10 meV and the rise is roughly 15 to 20 %. The 37 % is therefore an overestimate for the stack.

**Reading the result for a real stack**

The layer thicknesses and permittivities are plausible for a laboratory graphene device, but 10 T belongs to a magnet experiment and not to ordinary transistor operation. The independent-electron height is 2.25 μF/cm². Among the effects estimated here, exchange changes the height most, by roughly 15 to 20 % upward once screening by the stack and by transitions between levels is included, while neighbouring levels and the assumed disorder each change the height by one or two per cent. Exchange also narrows the peak, by about 10 meV if X is held fixed at 10 meV over the sweep; the overestimate X = 18.8 meV would narrow it by about 20 meV. A measured peak above e²N/(4kT) would therefore not by itself indicate a wrong degeneracy.

Charge traps can also imitate quantum capacitance. If traps in the channel plane follow the measuring signal, a density D of traps per area and energy adds e²D in parallel with C_q. For D = 10¹² cm⁻²eV⁻¹ this is 0.16 μF/cm², or 7 % of the peak. Traps behind the spacer couple differently and need their own circuit.

The insulator is not under strain in this sweep. If the field vanishes at neutrality, filling the upper half of the level adds the charge eN/2 and produces a nitride field

(eN/2)/(3.5 ε0) = 0.25 MV/cm,

well below breakdown fields, which are roughly several MV/cm. For tunnelling, take a rough oxide barrier W = 2 eV and an effective mass m_b of 0.2 electron masses. The leading exponential for the oxide thickness t,

exp[−2t√(2m_b W)/ħ],

is about 10⁻¹⁴. This factor is not itself a current, but its small size suggests that direct tunnelling through a defect-free oxide is negligible. Defects could leak more.

The main values used above appear in the numerical output that follows, and most others follow from them by simple arithmetic. The exchange estimates with added screening, and the width and 300 K values that include the neighbouring levels, need separate calculations that are not part of that output.

Computed results

```
magnetic field: 10.0 T
temperature: 200.0 K
spin and valley copies g: 4
copies counted on honeycomb lattice: 4
lattice/continuum first-level energy: 0.9954
Fermi velocity: 1.00e+06 m/s
thermal energy kT: 17.235 meV
four times kT: 68.94 meV
magnetic length: 8.113 nm
level degeneracy N: 9.6720e+11 cm^-2
first-level energy E1: 114.74 meV
E1/kT: 6.657
peak C_q from formula: 2.2478 uF/cm^2
peak C_q from explicit sum: 2.2478 uF/cm^2
peak C_q converted: 22.478 fF/um^2
full width at half height: 60.76 meV
full width / kT: 3.5255
area under peak (e^2 N)/e: 0.1550 uC/cm^2
nitride thickness: 2.0 nm
nitride relative permittivity: 3.5
oxide thickness: 5.0 nm
oxide relative permittivity: 20.0
gate-stack capacitance: 1.0779 uF/cm^2
total capacitance at peak: 0.7285 uF/cm^2
neighbour levels, change of peak: +1.10 %
disorder rms width: 5.0 meV
disorder, change of peak: -2.02 %
Zeeman splitting: 1.158 meV
Zeeman, change of peak: -0.028 %
bare exchange energy X: 63.56 meV
bare X/(4kT): 0.922
screened exchange energy X: 18.79 meV
screened X/(4kT): 0.273
screened exchange, change of peak: +37.5 %
trap density: 1.0e+12 cm^-2 eV^-1
trap capacitance: 0.160 uF/cm^2
trap capacitance / peak C_q: 7.1 %
nitride field at full level: 0.250 MV/cm
oxide barrier height: 2.0 eV
oxide tunnelling mass: 0.20 electron masses
oxide tunnelling probability: 8.5e-15
cold comparison temperature: 4.2 K
cold kT: 0.362 meV
cold peak, thermal formula: 107.0 uF/cm^2
cold peak with disorder: 12.26 uF/cm^2
zero-temperature disorder limit: 12.36 uF/cm^2
```
